The intrinsic anomalous Nernst conductivity and its Mott relation

Q: A temperature gradient exerts no force on an electron. The anomalous velocity needs a force. How can Berry curvature turn a temperature gradient into a transverse electric current at all?

A: First we need the velocity that a force does produce. Take independent electrons of charge −1 in a two-dimensional crystal, with no magnetic field and time-reversal symmetry broken by the crystal's own magnetic order. I set e = ħ = k_B = 1, so T is an energy. The Bloch Hamiltonian is H(k), with H|u_n⟩ = ε_n|u_n⟩ and velocity operator v_i = ∂_iH, where ∂_i acts on k_i. Bands are nondegenerate at each k that matters.

Let k change slowly. Apart from a phase, the state is |u_n⟩ + Σ_m a_m|u_m⟩, m ≠ n, with small a_m. Insert this in the Schrödinger equation, drop da_m/dt as second order in slowness, and project on |u_m⟩:

ε_n a_m + i⟨u_m|du_n/dt⟩ = ε_m a_m
a_m = i⟨u_m|∂_ju_n⟩ k̇_j/(ε_m − ε_n).

Here j is summed. Differentiating (H − ε_n)|u_n⟩ = 0 gives

(v_i − ∂_iε_n)|u_n⟩ = −(H − ε_n)|∂_iu_n⟩.   (1)

Its conjugate, projected on |u_m⟩, is ⟨u_n|v_i|u_m⟩ = −(ε_m − ε_n)⟨∂_iu_n|u_m⟩. The energy denominators cancel in the velocity correction:

δv_i = 2 Re Σ_m ⟨u_n|v_i|u_m⟩a_m
= 2 Re[−i Σ_m ⟨∂_iu_n|u_m⟩⟨u_m|∂_ju_n⟩] k̇_j
= 2 Im⟨∂_iu_n|∂_ju_n⟩ k̇_j.

In the last line the missing term m = n may be added, because it is a product of two imaginary numbers and so is real. Define the curvature Ω_n = −2 Im⟨∂_xu_n|∂_yu_n⟩. Then

δv_x = −Ω_n k̇_y,  δv_y = Ω_n k̇_x.   (2)

Q: Fix the signs of the conductivities before going on.

A: I write

j_i = σ_ij E_j − α_ij ∂_jT,

and abbreviate [X] = Σ_n ∫d²k/(2π)² X_n(k). An electric field gives k̇ = −E, so δv_x = Ω_nE_y. The charge −1 turns velocity into current with a minus sign:

σ_xy = −[fΩ],  f = 1/(1 + e^x),  x = (ε − μ)/T.   (3)

This is the intrinsic part, independent of the scattering time. Skew scattering and side jump are left out here and below, although side jump can also be independent of that time.

Q: Now remove the field and let T depend on y. In the interior k̇ = 0, so (2) gives nothing. Is the interior current zero?

A: No. A Bloch electron carries an orbital moment, and a nonuniform population of moments carries a current. To find it, consider one Fourier component of the temperature, T_q e^{iqy}, with small q. Scattering is assumed to maintain local populations.

Local equilibrium is f(K) with K = ½{β(y), H − μ}, where β = 1/T and the braces denote the anticommutator. A small δβ couples the states at k₊ = k + qŷ/2 and k₋ = k − qŷ/2:

⟨k₊|δK|k₋⟩ = δβ_q ½(ε₊ + ε₋ − 2μ)⟨u₊|u₋⟩.

For any power of K, expanding to first order gives a sum K^r δK K^s, whose matrix element is a divided difference times δK. Polynomial approximation carries this over to f:

⟨a|δf(K)|b⟩ = (f_a − f_b)/(x_a − x_b) ⟨a|δK|b⟩.

Within one band, both factors multiplying ⟨u₊|u₋⟩ are unchanged by exchanging k₊ and k₋, so they have no term linear in q. The element is therefore

δf ⟨u₊|u₋⟩ + O(q²),  δf = (∂f/∂T)T_q.

Q: And between different bands?

A: Such elements oscillate at the interband energy difference. In a stationary state without a driving field they vanish at this order, provided scattering is weak. If the density matrix relaxes toward f(K) in a time τ, each element survives with the factor 1/(1 + iτ(ε_a − ε_b)). Interband elements are then negligible only when the interband splitting times τ is large, and local populations also need q v_y τ small. The first condition is more demanding at low T, because the interband part of δK grows as δβ = −T_q/T². I therefore keep the intraband elements. Scattering-induced coherences belong to the omitted extrinsic terms.

The local current operator contains the average of v_x at k₊ and k₋, which equals v_x(k) + O(q²). Each electron's contribution thus involves the product ⟨u₋|v_x|u₊⟩⟨u₊|u₋⟩. With |u_±⟩ = |u⟩ ± (q/2)|∂_yu⟩,

⟨u₋|v_x|u₊⟩ = ∂_xε + (q/2)(⟨u|v_x|∂_yu⟩ − ⟨∂_yu|v_x|u⟩)
= ∂_xε + iq Im⟨u|v_x|∂_yu⟩,

⟨u₊|u₋⟩ = 1 + (q/2)(⟨∂_yu|u⟩ − ⟨u|∂_yu⟩)
= 1 − iq Im⟨u|∂_yu⟩.

The last step uses normalization, which makes ⟨u|∂_yu⟩ imaginary. Multiply and use the conjugate of (1):

product = ∂_xε + iq Im⟨u|(v_x − ∂_xε)|∂_yu⟩
= ∂_xε − iq m,

m = Im⟨∂_xu|(H − ε)|∂_yu⟩.   (4)

The ∂_xε term drops out after integration over k: δf depends on k through ε alone, so δf ∂_xε is a derivative of a periodic function. The electron charge changes the sign of the remainder, giving J_x(q) = iq Σ_n∫d²k/(2π)² δf m. In real space,

J_x = ∂_y[f m].   (5)

Q: You have ignored electrons drifting from hot to cold.

A: In the relaxation-time approximation, drift changes f by −τv_y ∂_yf, where v_y = ∂_yε is the band velocity. Its current along x is τ[v_xv_y ∂f/∂T]∂_yT. This is proportional to τ and symmetric in x and y, so it is not a Hall response. In the model below it also vanishes because ε is even in k_x while v_x is odd. The coefficient sought is the intrinsic part, which does not contain τ.

Q: Then (5) answers the question: the coefficient is −∂[f m]/∂T. Why is there any need for curvature?

A: Because (5) is a local current density, and an ammeter collects the current through a complete cross-section. The edges carry current too, and at the edges there is a force.

Let a smooth wall V(y) rise from zero at the upper edge of a strip. Then k̇_y = −V′, and (2) gives δv_x = V′Ω. The local occupation is f(ε + V − μ). Integrating the anomalous current across the wall turns dy V′ into dV:

I_anom = −[Ω ∫₀^∞ dV f(ε + V − μ)] = −[ΩG],

G = T ln(1 + e^{−x}).   (6)

To check the integral, differentiate −T ln(1 + e^{−(ε+V−μ)/T}) with respect to V: the result is f(ε + V − μ). The antiderivative vanishes at V = ∞ and equals −G at V = 0.

The wall also changes the occupation, and with it the density of moments. The reasoning behind (5) applies with δK = V/T, since the same overlap ⟨u₊|u₋⟩ appears. Across the edge this part integrates to 0 − [f m]. Hence

I_upper = −M,  M = [f m] + [ΩG].   (7)

The lower edge, where the wall rises in the opposite direction, carries +M.

Q: Real edges are not smooth. Does M depend on the wall?

A: Join a smooth wall to an abrupt one along the same edge, at uniform T and μ. Deep in the interior the equilibrium current density is zero. In a steady state, charge cannot accumulate at the junction, so both stretches of edge carry the same total current. Thus M is a property of the bulk. The numerical check uses ribbons with abrupt edges, and their currents agree with (7) within its relative tolerance of 10⁻⁵.

M is the magnetization in the sense needed here: equilibrium currents are J = ∇×(Mẑ), with M = 0 outside. At an upper edge J_x = ∂_yM integrates to −M, as required by (7).

Q: So which current should be subtracted, and why is that more than a definition?

A: When T varies slowly, assign to each point M(T(y)). The magnetization current ∂_yM integrates to zero from vacuum to vacuum, so it cannot contribute to the current through a complete section. Subtracting it leaves the density that represents transport:

j_x = J_x − ∂_yM
= ∂_y[f m] − ∂_y[f m] − ∂_y[ΩG]
= −∂_y[ΩG].   (8)

You can reach the same total without subtracting anything. Let the lower edge be at T₁ and the upper edge at T₂, with μ uniform. Add lower edge, interior and upper edge:

I = M(T₁) + ([f m]₂ − [f m]₁) − M(T₂)
= −([ΩG]₂ − [ΩG]₁).   (9)

The moments cancel. This answers your first question: the force that brings in the curvature acts at the walls, and unequal edge temperatures prevent the two edge currents from cancelling. Equation (8) distributes that imbalance over the interior as a transport density.

Q: Where does entropy enter?

A: Differentiate G at fixed μ. Put L = ln(1 + e^{−x}). Then dL/dx = −f and ∂x/∂T = −x/T, so

∂G/∂T = L + T(−f)(−x/T) = L + xf.

For the entropy of one fermionic state, use ln f = −x − L and ln(1 − f) = −L:

s = −f ln f − (1 − f) ln(1 − f)
= f(x + L) + (1 − f)L
= L + xf.

The two expressions coincide. Equation (8) becomes j_x = −[sΩ]∂_yT, and comparison with the definition of α gives

α_xy = [sΩ].   (10)

A completely filled or empty state has s = 0 and contributes nothing, however large its curvature. The weight is largest at ε = μ, where s = ln 2. For a gradient along x, the same argument gives α_yx = −α_xy.

Q: A gradient of μ is also a statistical force. Does your subtraction respect the Einstein relation?

A: Yes. At fixed T, ∂x/∂μ = −1/T, so ∂G/∂μ = T(−f)(−1/T) = f. Equation (8) then gives

j_x = −[fΩ]∂_yμ = σ_xy ∂_yμ.

Together with the electric response this is σ_xy(E_y + ∂_yμ). For charge −1 the electrochemical potential is μ − φ, with φ the electric potential. Its gradient is ∇μ + E, which is the combination obtained. In equilibrium this gradient vanishes, and so does the transport current.

Q: Is α_xy what a Nernst voltage measurement gives?

A: Not by itself. It is the anomalous Nernst conductivity. In an open circuit j = 0. For an isotropic sample with the gradient along x, inverting the conductivity matrix gives

E_y = [(σ_xy α_xx − σ_xx α_xy)/(σ_xx² + σ_xy²)] ∂_xT,

where E now includes ∇μ. The voltage therefore also needs the longitudinal coefficients, which depend on scattering.

Q: The Mott relation contains dσ_xy/dμ, a property of the Fermi surface. Your formula contains entropy. How do you connect them?

A: Through a relation that holds at every temperature within this independent-electron theory with fixed bands. Let σ₀(ε) be the zero-temperature Hall conductivity for a Fermi level ε. By (3),

σ₀(ε) = −∫_{−∞}^{ε} dε′ D(ε′),  D(ε) = [Ω δ(ε − ε_n)].

So D = −dσ₀/dε, and

α_xy = ∫dε D s = −∫dε (dσ₀/dε) s = ∫dε σ₀ (ds/dε).

The boundary term vanishes because s → 0 at both ends and σ₀ is bounded. From s = L + xf,

ds/dx = −f + f + x df/dx = x df/dx,

and therefore ds/dε = x ∂f/∂ε. Thus

α_xy = −(1/T)∫dε (−∂f/∂ε)(ε − μ)σ₀(ε).   (11)

A constant σ₀ gives zero because the rest of the integrand is odd about μ. What counts is the difference between Hall conductivities above and below μ.

Q: Now take T to zero, and keep the first neglected term.

A: Suppose σ₀ is smooth over an energy range of several T around μ. Expand it there and put ε = μ + Tx. The integrals needed are

I_p = ∫_{−∞}^{∞} dx x^p (−df/dx).

The function −df/dx is even, so odd p gives zero. For x > 0 it equals e^{−x}/(1 + e^{−x})² = Σ_l (−1)^{l+1} l e^{−lx}, with l = 1, 2, …. Since ∫₀^∞ x^p e^{−lx}dx = p!/l^{p+1}, for even p ≥ 2

I_p = 2 p! Σ_l (−1)^{l+1}/l^p.

The sums are π²/12 for p = 2 and 7π⁴/720 for p = 4. Hence I₂ = π²/3 and I₄ = 7π⁴/15. Equation (11) contains one factor x besides the Taylor series, so odd derivatives survive:

α_xy = −T σ₀′(μ) I₂ − T³ [σ₀‴(μ)/6] I₄ + …
= −(π²T/3)σ₀′(μ) − (7π⁴T³/90)σ₀‴(μ) + ….   (12)

The first term is the Mott relation. With units restored for charge −e it reads α_xy = −(π²k_B²T/3e) dσ_xy/dμ. The second term estimates its error when the series is useful.

Q: Show me numbers, with a case where it should work.

A: Take a two-band square-lattice model with round parameters, not a particular material:

H = cg + A sin k_x σ_x + A sin k_y σ_y + (m₀ + bg)σ_z,
g = 2 − cos k_x − cos k_y.

Here σ_x, σ_y, σ_z are Pauli matrices, k is in units of the inverse lattice constant, and A = b = 0.05, m₀ = −0.02, c = 0.01 hartree. The lower band ends at −0.02 hartree and the upper band begins at 0.02 hartree. In two dimensions the lattice constant cancels from σ_xy, α_xy and total currents.

In the gap at T = 0, σ_xy = 1.000 e²/h. Raising μ to 0.03 hartree fills a pocket of the upper band and reduces it to 0.730 e²/h. The slope there is σ₀′ = −3.215 a.u. For T = 0.001 hartree (316 K), the Mott term is

α_Mott = −3.290 × 0.001 × (−3.215) = 0.01058 a.u.

The third derivative is −1.345 × 10⁴ a.u., and 7π⁴/90 = 7.576, so the cubic term is

7.576 × 10⁻⁹ × 1.345 × 10⁴ = 1.02 × 10⁻⁴ a.u.

Their sum is 0.01068 a.u. The entropy formula (10), summed directly over the Brillouin zone, also gives 0.01068 a.u., or 0.224 nA/K. The Mott term alone is about 1% below this value.

The unsubtracted interior current (5) would give a coefficient of 0.00525 a.u., about half of α_xy. Unlike α_xy, it is far from the Mott value.

Q: And a case where it should fail?

A: Keep μ = 0.03 hartree and raise T. The ratio α_xy/α_Mott is 1.001 at T = 0.00025 hartree, 1.010 at 0.001, 1.012 at 0.002, 0.893 at 0.004 and 0.647 at 0.008.

The cubic term alone would make the deviation from 1 grow as T², from about 0.010 at T = 0.001 to about 0.04 at 0.002. The computed deviation at 0.002 is only 0.012, so the two-term series has already lost its accuracy. The band edge lies 0.01 hartree below μ, which is 5T at this temperature and 2.5T at 0.004 hartree. Below that edge σ₀ is constant throughout the gap, and a Taylor series taken inside the band does not describe this.

A second failure occurs with μ in the gap. At μ = 0.016 hartree the slope of σ₀ is zero, so the Mott term vanishes. Yet at T = 0.001 hartree the entropy formula gives α_xy = 5.9 × 10⁻⁴ a.u. These are thermally activated carriers. For x ≫ 1, f ≈ e^{−x} and L ≈ e^{−x}, so s ≈ (1 + x)e^{−x}: small, but not zero. No power series in T about a flat σ₀ can produce this exponential.

Q: I still want to see the edge and interior currents add up, without the entropy formula being put in.

A: The check builds the pieces of (9) separately from lattice density matrices. A uniform ribbon, evaluated at 0.010 and at 0.012 hartree, supplies the edge currents. The current in its upper half is computed, and the cold lower edge is taken as minus the cold upper edge, because a ribbon in equilibrium carries no net current. A periodic ring with a slow temperature wave between these values supplies the interior current, after interband coherences have been removed as argued above. The high temperatures keep the thermal length short enough for a small lattice. With μ = 0.03 hartree, in units of 10⁻⁴ a.u.:

lower edge, cold: −20.580
interior: +0.694
upper edge, hot: +18.678
total: −1.209 (summed before rounding)

The separate entropy calculation gives −∫α_xy dT = −1.210 in the same units. The totals differ by about 0.1% of the entropy result. The ring has a finite wavelength, so corrections of order q² are expected; the assertion allows 2%.

The two edge currents are each more than fifteen times the total. Transport is the small imbalance left after they nearly cancel, with the interior current included. This is an assembly of calculated pieces, not a simulation of one strip with a heat source and scattering. It tests the current accounting. Two inputs are put in, not tested: that scattering maintains local populations, and that interband coherences are absent in the stationary state. The second is not a small cleanup, because the coherences removed from f(K) carry a current larger than the total itself.

Values computed for the example and the checks

```
A, b, m, c = 0.05, 0.05, -0.02, 0.01 hartree
chemical potential mu = 0.03 hartree
temperature T = 0.001 hartree = 315.8 K
upper band minimum = 0.0200 hartree
lower band maximum = -0.0200 hartree
test point kx, ky = 0.4, 0.3 (1/lattice constant)
curvature there = 1.32269 lattice constant^2
velocity shift/(field*curvature) = 0.99993
sigma_xy in gap, T=0 = 1.00000 e^2/h
sigma_xy at mu, T=0 = 0.73020 e^2/h
d sigma_xy/d mu = -3.21495 a.u.
d3 sigma_xy/d mu3 = -1.34484e+04 a.u.
alpha_xy, entropy formula = 1.067851e-02 a.u.
alpha_xy, energy integral = 1.067851e-02 a.u.
alpha_xy, Mott = 1.057675e-02 a.u.
cubic correction = 1.018887e-04 a.u.
alpha_xy, Mott + cubic = 1.067864e-02 a.u.
alpha_xy converted = 0.22399 nA/K
bulk local coefficient, no subtraction = 5.252337e-03 a.u.
T = 0.00025 hartree: alpha_xy/Mott = 1.00060
T = 0.00050 hartree: alpha_xy/Mott = 1.00243
T = 0.00100 hartree: alpha_xy/Mott = 1.00962
T = 0.00200 hartree: alpha_xy/Mott = 1.01182
T = 0.00400 hartree: alpha_xy/Mott = 0.89294
T = 0.00800 hartree: alpha_xy/Mott = 0.64711
gap case mu = 0.016 hartree, T = 0.001 hartree
gap case alpha_xy = 5.879816e-04 a.u. (Mott slope zero)
strip T_cold, T_hot = 0.01, 0.012 hartree
strip lower edge current = -2.058029e-03 a.u.
strip interior current = 6.937079e-05 a.u.
interior from moment formula = 6.923056e-05 a.u.
strip upper edge current = 1.867789e-03 a.u.
strip total current = -1.208693e-04 a.u.
minus integral of alpha_xy dT = -1.210095e-04 a.u.
```
